\section*{Topping depolarisation of square and triangular dipole layers}

\section{The physical situation}

Adsorbates that carry an outward dipole moment lower the work function of a surface. At low coverage each new adsorbate lowers it by the same amount. If the adsorbates stay dispersed, so that their spacing shrinks as the layer fills, each adds less, and the work function may even rise again. One cause is electrostatic: every dipole sits in the field of its neighbours, that field opposes its moment, and a polarisable adsorbate responds by becoming less polar. How large is this reduction for an ordered layer, and how does it depend on the arrangement?

The model is an infinite planar lattice of identical point dipoles, with nearest-neighbour distance $a$. Each has a permanent moment $\mu_0$ along the outward normal $z$ and responds linearly to a field along $z$. Gaussian units are used in the derivation, so the polarisability $\alpha$ is a volume; the SI polarisability is $4\pi\varepsilon_0\alpha$. Point dipoles are a fair description when $a$ is large compared with the size of the adsorbate. Charge transfer that changes with coverage and overlap between neighbours are left out, and so at first is any response of the substrate. The result is
\begin{equation}
\mu=\frac{\mu_0}{1+c\,\alpha/a^3},\qquad
c=\sum_{\mathbf R\neq0}\left(\frac aR\right)^3,
\label{topping}
\end{equation}
with $c=9.03$ for the square and $11.03$ for the triangular lattice.

\section{The field of the neighbours}

Represent a dipole by charges $\pm q$ at heights $\pm\delta/2$, with $\mu=q\delta$. At a point in the plane $z=0$, a distance $r$ away, the upper charge gives a downward field and the lower, negative charge also pulls downward:
\begin{equation}
E_z=-\frac{q\,\delta/2}{(r^2+\delta^2/4)^{3/2}}
-\frac{q\,\delta/2}{(r^2+\delta^2/4)^{3/2}}
\;\longrightarrow\;-\frac{\mu}{r^3}
\end{equation}
as $\delta\to0$ at fixed $\mu$. The lateral components are equal and opposite and cancel. Normal dipoles therefore induce no in-plane moments.

All sites are equivalent, so we look for a solution with the same total moment $\mu$ everywhere. The local field and the linear response are
\begin{equation}
E=-\mu\sum_{\mathbf R\ne0}\frac1{R^3}=-\frac{c\mu}{a^3},
\qquad \mu=\mu_0+\alpha E .
\end{equation}
Inserting the first in the second gives $\mu+c\alpha\mu/a^3=\mu_0$, which is Eq.~\eqref{topping}. It is the total moment $\mu$, not $\mu_0$, that produces the field. Using $\mu_0$ there would give just the first-order result $\mu_0(1-c\alpha/a^3)$, valid for $c\alpha/a^3\ll1$.

\section{The lattice constants}

\subsection{Why plain summation is slow}

For site density $n$, the sites beyond a large radius $R_c$ contribute about
\begin{equation}
\int_{R_c}^{\infty}\frac{n\,2\pi r\,dr}{r^3}=\frac{2\pi n}{R_c}.
\label{tail}
\end{equation}
The sum converges, but slowly. For the square lattice, stopping at $R_c=10a$ gives $8.408$. The tail adds $2\pi/10=0.628$, and the total $9.036$ is within $0.003$ of the converged value.

\subsection{A rapidly convergent form}

Let the cell area be $Aa^2$, so $A=1$ for the square and $A=\sqrt3/2$ for the triangular lattice. The scaled vectors $\boldsymbol\rho=\mathbf R/(a\sqrt A)$ form a lattice of unit cell area, and
\begin{equation}
S=\sum_{\boldsymbol\rho\ne0}\rho^{-3}=A^{3/2}c .
\end{equation}
Since $\int_0^\infty t^{1/2}e^{-\pi\rho^2t}dt
=\Gamma(3/2)/(\pi\rho^2)^{3/2}=1/(2\pi\rho^3)$,
\begin{equation}
\frac{S}{2\pi}=\int_0^\infty t^{1/2}\,[\Theta(t)-1]\,dt,
\qquad \Theta(t)=\sum_{\boldsymbol\rho}e^{-\pi t\rho^2}.
\label{theta}
\end{equation}
The $-1$ removes the site at the origin. For large $t$ few sites matter; for small $t$ many do, and there we transform the sum.

The function $f(\mathbf r)=\sum_{\boldsymbol\rho}e^{-\pi t|\mathbf r-\boldsymbol\rho|^2}$ has the periodicity of the lattice. Its Fourier coefficient for $e^{2\pi i\mathbf K\cdot\mathbf r}$, with $\mathbf K\cdot\boldsymbol\rho$ an integer for all $\boldsymbol\rho$, is an integral over one unit cell. The sum over sites extends this to the whole plane:
\begin{equation}
\int e^{-\pi tr^2-2\pi i\mathbf K\cdot\mathbf r}\,d^2r
=\frac1t\,e^{-\pi K^2/t}.
\end{equation}
Setting $\mathbf r=0$ in the Fourier series gives $\Theta(t)=t^{-1}\sum_{\mathbf K}e^{-\pi K^2/t}$.

The lengths $K$ are the lengths $\rho$ again. Let $\boldsymbol\rho_1,\boldsymbol\rho_2$ be basis vectors with $\rho_{1x}\rho_{2y}-\rho_{1y}\rho_{2x}=1$. Then $\mathbf K_1=(\rho_{2y},-\rho_{2x})$ and $\mathbf K_2=(-\rho_{1y},\rho_{1x})$ satisfy $\mathbf K_i\cdot\boldsymbol\rho_j=\delta_{ij}$. They are, up to sign, the original basis vectors turned by $90^\circ$, so they span the turned lattice.

Split Eq.~\eqref{theta} at $t=1$. The lower part is
\begin{align}
\int_0^1t^{1/2}[\Theta-1]\,dt
&=\int_0^1\left(t^{-1/2}-t^{1/2}\right)dt
+\sum_{\boldsymbol\rho\ne0}\int_0^1t^{-1/2}e^{-\pi\rho^2/t}dt\nonumber\\
&=2-\frac23+\sum_{\boldsymbol\rho\ne0}\int_1^\infty u^{-3/2}e^{-\pi\rho^2u}du,
\end{align}
where $t=1/u$ and $dt=-du/u^2$ were used. Adding the upper part,
\begin{equation}
S=2\pi\Big[\frac43+\sum_{\boldsymbol\rho\neq0}g(\pi\rho^2)\Big],
\quad
g(x)=\int_1^\infty\left(t^{1/2}+t^{-3/2}\right)e^{-xt}dt .
\label{fast}
\end{equation}
To evaluate $g$, put $t=v^2/x$ in
$I=\int_1^\infty t^{-1/2}e^{-xt}dt=\sqrt{\pi/x}\,\mathrm{erfc}\sqrt x$.
Integration by parts gives $e^{-x}/x+I/(2x)$ for the first term of $g$ and $2e^{-x}-2xI$ for the second. Hence
\begin{equation}
g(x)=\left(2+\frac1x\right)e^{-x}
+\left(\frac1{2x}-2x\right)\sqrt{\frac\pi x}\,\mathrm{erfc}\sqrt x .
\end{equation}

\subsection{Numbers and the role of density}

The constant part of $S$ is $8\pi/3=8.3776$ for either lattice. The four nearest sites of the square lattice have $x=\pi$ and $g=0.025538$, which adds $4\times2\pi\times0.025538=0.6418$. The sum is already $9.019$, and the further shells bring it to $S=c=9.0336$.

For the triangular lattice the six nearest sites have $x=3.6276$ and $g=0.013662$. They add $0.5150$ and give $8.8926$, against the converged $S=8.8927$. Dividing by $A^{3/2}=0.8059$ gives $c=11.034$. Direct summation with the tail of Eq.~\eqref{tail} confirms both constants.

The larger triangular $c$ belongs to a comparison at equal $a$, where the triangular layer is also denser. With $n=1/(Aa^2)$,
\begin{equation}
\frac c{a^3}=\frac{S}{A^{3/2}}\,(nA)^{3/2}=S\,n^{3/2}.
\label{density}
\end{equation}
At equal density the relevant constants are $9.034$ and $8.893$: the triangular layer is depolarised slightly less.

\section{When the uniform state is stable}

Equation~\eqref{topping} has a finite, positive answer for every $a$, but the state it describes need not be stable. The coupled response equations are the stationarity conditions of
\begin{equation}
U=\sum_i\frac{(\mu_i-\mu_0)^2}{2\alpha}
+\frac12\sum_{i\ne j}\frac{\mu_i\mu_j}{R_{ij}^3}.
\end{equation}
The first term is the cost of polarising the adsorbates, the second their mutual energy. Because $U$ is quadratic, deviations from the uniform solution separate into plane waves. A wave $\mathbf q$ has stiffness $1/\alpha+J(\mathbf q)$, so stability requires
\begin{equation}
1+\alpha J(\mathbf q)>0,\qquad
J(\mathbf q)=\sum_{\mathbf R\ne0}\frac{\cos\mathbf q\cdot\mathbf R}{R^3}.
\end{equation}

Neighbouring normal dipoles favour opposite directions. On the square lattice consider the checkerboard wave. Sites of equal sign form a square lattice of spacing $\sqrt2a$ and contribute $c/(2^{3/2}a^3)$. The others contribute the rest of the sum with a minus sign:
\begin{equation}
J=\frac{c}{a^3}\left[\frac1{2^{3/2}}-\left(1-\frac1{2^{3/2}}\right)\right]
=-\frac c{a^3}\left(1-\frac1{\sqrt2}\right)=-\frac{2.646}{a^3}.
\end{equation}
On the triangular lattice take the wave with three sublattices whose phases differ by $2\pi/3$. The site's own sublattice has spacing $\sqrt3a$ and weight $1$; the others have weight $\cos(2\pi/3)=-1/2$:
\begin{equation}
J=\frac c{a^3}\left[\frac1{3^{3/2}}-\frac12\left(1-\frac1{3^{3/2}}\right)\right]
=-\frac c{a^3}\left(\frac12-\frac1{2\sqrt3}\right)=-\frac{2.332}{a^3}.
\end{equation}
A numerical scan over a grid of wave vectors found no lower value in either case. On this evidence the uniform normal state is stable for $\alpha/a^3<0.378$ (square) and $0.429$ (triangular).

\section{The work function}

At height $z>0$ above the layer, the laterally averaged potential is
\begin{equation}
n\int_0^\infty\frac{\mu z\,2\pi r\,dr}{(r^2+z^2)^{3/2}}
=2\pi n\mu z\left[-\frac1{\sqrt{r^2+z^2}}\right]_0^\infty=2\pi n\mu .
\end{equation}
Below the layer it is $-2\pi n\mu$. The outward step is $4\pi n\mu$, so the potential energy of an electron of charge $-e$ falls by $4\pi e\,n\mu$ as it crosses outward, and the work function changes by
\begin{equation}
\Delta\Phi=-4\pi e\,n\mu\quad\text{(Gaussian)},\qquad
\Delta\Phi=-\frac{e\,n\mu}{\varepsilon_0}\quad\text{(SI)} .
\label{work}
\end{equation}

Now let the density vary while the lattice type stays fixed. This describes a layer that expands or contracts uniformly, not one that fills fixed sites at random. Set $y=\alpha Sn^{3/2}=c\alpha/a^3$. Since $dy/dn=3y/(2n)$,
\begin{equation}
\frac{d}{dn}\,\frac{n\mu_0}{1+y}
=\mu_0\,\frac{1+y-\frac32y}{(1+y)^2}
=\mu_0\,\frac{1-y/2}{(1+y)^2}.
\end{equation}
The magnitude of $\Delta\Phi$ is largest at $y=2$, where $\mu=\mu_0/3$. In the dilute limit it grows as $n\mu_0$. For $y\gg1$ the formula gives $n\mu\to\mu_0/(\alpha S\sqrt n)$, a slow decrease, but stability ends this range: at the square limit $\alpha/a^3=0.378$, $y$ is just $3.4$.

The turnover carries a further condition if the adsorbate is also polarisable in the plane. Suppose every site acquires a small moment $p$ along $x$. The field at one site is
\begin{equation}
E_x=p\sum_{\mathbf R\ne0}\frac{3x^2/R^2-1}{R^3}
=p\sum_{\mathbf R\ne0}\frac{3/2-1}{R^3}=+\frac{c\,p}{2a^3},
\end{equation}
because the symmetry of either lattice makes $x^2$ and $y^2$ equivalent within each shell. This field supports the moment. With in-plane polarisability $\alpha_\parallel$, the moment sustains itself once $c\alpha_\parallel/(2a^3)=1$. For $\alpha_\parallel=\alpha$ this is the turnover condition $y=2$. An isotropically polarisable free layer thus loses stability at the turnover at the latest. On the square lattice it does so earlier. For moments along $x$ that are parallel within each row and reversed from one row to the next, the same lattice sum with alternating row signs gives a supporting field $5.10\,p/a^3$, larger than the uniform $c\,p/(2a^3)=4.52\,p/a^3$. This pattern sustains itself at $\alpha_\parallel/a^3=0.196$, which for $\alpha_\parallel=\alpha$ is $y=1.77$. The turnover is meaningful in this model only if $\alpha_\parallel$ is small enough. It also needs a very dense layer: $y=2$ means $\alpha/a^3=2/c$, which is $0.22$ for the square and $0.18$ for the triangular lattice. A conducting sphere of radius $r$ has $\alpha=r^3$, so touching spheres reach only $\alpha/a^3=1/8$, or $y=1.13$ and $1.38$. An adsorbate elongated along the normal can have a larger $\alpha$, but it is then no longer a point dipole at such spacings. A work-function minimum seen in experiment should therefore not be assigned to this mechanism alone.

\section{A worked example}

Take round model parameters: $\mu_0=2$~D, $\alpha=10$~\AA$^3$ along the normal and none in the plane, and $a=5$~\AA. Then $\alpha/a^3=10/125=0.08$, well inside the stable range. For the square layer
\begin{equation}
\mu=\frac{2}{1+9.034\times0.08}=\frac{2}{1.723}=1.161~\text{D}.
\end{equation}
The neighbours remove $42\%$ of the moment. Their field is $-0.25$~V/\AA.

The density is $n=0.04$~\AA$^{-2}$. One debye divided by $\varepsilon_0$ is $37.67$~V\,\AA$^2$, so
\begin{equation}
\Delta\Phi=-37.67\times0.04\times1.161~\text{eV}=-1.75~\text{eV}.
\end{equation}
Without depolarisation it would be $-3.01$~eV.

A triangular layer with the same $a$ has $\mu=2/1.883=1.062$~D. Its work-function change is nevertheless larger, $-1.85$~eV, because it holds $1/A=1.155$ times as many dipoles per area. At equal density its spacing is $5.37$~\AA, its moment $1.169$~D and its change $-1.76$~eV, close to the square layer, as Eq.~\eqref{density} implies.

The assumption of equal moments can be checked by solving the coupled equations on finite discs, where the moments are free to differ. For the square lattice the central moment is $1.183$~D at radius $15a$ and $1.172$~D at $30a$. The missing outer field falls as $1/R_c$ by Eq.~\eqref{tail}, so twice the second value minus the first removes the leading error. This gives $1.161$~D, in agreement with the formula.

Compressing the square layer gives:
\begin{center}
\begin{tabular}{cccc}
$a$ (\AA) & $n$ (\AA$^{-2}$) & $\mu$ (D) & $\Delta\Phi$ (eV)\\
10 & 0.010 & 1.83 & $-0.69$\\
7 & 0.020 & 1.58 & $-1.22$\\
5 & 0.040 & 1.16 & $-1.75$\\
4 & 0.063 & 0.83 & $-1.95$\\
3 & 0.111 & 0.46 & $-1.93$
\end{tabular}
\end{center}
The turnover lies at $a=(c\alpha/2)^{1/3}=3.56$~\AA, with $\mu=0.67$~D and $\Delta\Phi=-1.98$~eV. There $\alpha/a^3=0.221$, which is stable against normal modulations. At $a=3$~\AA\ the ratio is $10/27=0.370$, barely below the limit $0.378$. The rows with $a\le4$~\AA\ and the turnover show the behaviour of the formula rather than of a real layer: a conducting sphere with $\alpha=10$~\AA$^3$ has a diameter of $4.3$~\AA, so at these spacings the point-dipole picture no longer applies. The numerical output below lists the values in full.

\section{Dipoles above a metal}

A metal adds image fields. Treat it as an ideal conductor whose image plane lies a distance $d$ below the point dipoles. The upper charge $+q$ of a dipole has an image $-q$ at the lower mirror position, and the lower charge $-q$ has an image $+q$ nearer the surface. The image dipole therefore also points outward and has the same moment.

A dipole's potential at height $Z$ above it and lateral distance $R$ is $\mu Z/(R^2+Z^2)^{3/2}$. Taking $-\partial/\partial Z$ and setting $Z=2d$ gives the image field
\begin{equation}
E_z=\mu\,\frac{2Z^2-R^2}{(R^2+Z^2)^{5/2}}
=\mu\,\frac{8d^2-R^2}{(R^2+4d^2)^{5/2}} .
\end{equation}
Its lateral part cancels between $\mathbf R$ and $-\mathbf R$. The dipole's own image, $R=0$, gives $+\mu/(4d^3)$, which enhances the moment. Write the field of the other images as $-s\mu/a^3$, with
\begin{equation}
s=\sum_{\mathbf R\ne0}\frac{a^3(R^2-8d^2)}{(R^2+4d^2)^{5/2}} .
\end{equation}
The response equation becomes
\begin{equation}
\mu\left(1-\frac{\alpha}{4d^3}\right)+\frac{(c+s)\alpha}{a^3}\,\mu=\mu_0 .
\end{equation}
Dividing by the first bracket restores the Topping form with changed constants:
\begin{equation}
\mu=\frac{\mu_1}{1+(c+s)\alpha_1/a^3},\quad
\mu_1=\frac{\mu_0}{1-\alpha/(4d^3)},\quad
\alpha_1=\frac{\alpha}{1-\alpha/(4d^3)} .
\label{metal}
\end{equation}
Here $\mu_1$ and $\alpha_1$ belong to one isolated adsorbate on the metal, which requires $\alpha<4d^3$. Closer in, the point-dipole picture has failed. The stability limits found for the free layer do not carry over, because the images add a field that supports a modulated pattern. For the square checkerboard at $d/a=0.5$ this field is $1.34\,\mu/a^3$, on top of $2.65\,\mu/a^3$ from the real neighbours, and the limit for normal modulations falls from $\alpha/a^3=0.378$ to $0.251$.

Two limits show what the metal does. For a dilute layer, $a\gg d$, each term of $s$ tends to $(a/R)^3$, so $s\to c$ and the lattice constant doubles: a distant neighbour acts together with its image. For $d\gg a$, the image layer looks laterally uniform and gives no field above itself. The other images must then cancel the own image, so $s\to a^3/(4d^3)$, and the response equation returns to Eq.~\eqref{topping} with the original $\mu_0$ and $\alpha$.

The work-function formula keeps its factor. Above the dipoles, the real and image layers each contribute $2\pi n\mu$, while the metal is at zero potential. The step is again $4\pi n\mu$, with $\mu$ the moment of the real dipole alone.

For the square layer of the example with $d=2.5$~\AA, $\alpha/(4d^3)=10/62.5=0.16$. Thus $\mu_1=2/0.84=2.381$~D and $\alpha_1=10/0.84=11.90$~\AA$^3$. At $d/a=0.5$ the image sum is $s=1.673$, so $c+s=10.706$ and
\begin{equation}
\mu=\frac{2.381}{1+10.706\times11.90/125}=1.179~\text{D},
\qquad \Delta\Phi=-1.78~\text{eV}.
\end{equation}
The moment is close to the free-layer value of $1.161$~D because the own image and the other images nearly cancel: $a^3/(4d^3)=2$ against $s=1.67$. For an isolated adsorbate the metal raises the moment by $19\%$; in this layer it raises it by less than $2\%$. A fit of Eq.~\eqref{topping} to work functions measured on a metal would therefore return effective constants, whose meaning depends on $d/a$ through Eq.~\eqref{metal}.

\section*{Computed results}
\begin{verbatim}
square: c, fast sum = 9.033622
square: c, direct sum with tail = 9.033622
square: sum cut at R = 10 a, no tail = 8.4079
square: sum at unit cell area S = 9.033622
square: nearest shell x = 3.14159, g = 0.025538
square: lowest a^3 J(q): formula -2.6459, scan -2.6459
square: largest stable alpha/a^3 = 0.3779
triangular: c, fast sum = 11.034176
triangular: c, direct sum with tail = 11.034176
triangular: sum cut at R = 10 a, no tail = 10.3130
triangular: sum at unit cell area S = 8.892745
triangular: nearest shell x = 3.62760, g = 0.013662
triangular: lowest a^3 J(q): formula -2.3318, scan -2.3317
triangular: largest stable alpha/a^3 = 0.4289
constant part of S, 8 pi/3 = 8.377580
mu0 = 2.0 D, alpha = 10.0 A^3, a = 5.0 A
alpha/a^3 = 0.0800
square: c alpha/a^3 = 0.7227
square: mu = 1.1610 D
square: disc mu at R = 15 a, 30 a, extrapolated = 1.1831, 1.1722, 1.1612 D
square: local field = -0.2515 V/A
square: work-function change = -1.7495 eV
triangular: c alpha/a^3 = 0.8827
triangular: mu = 1.0623 D
triangular: disc mu at R = 15 a, 30 a, extrapolated = 1.0836, 1.0731, 1.0626 D
triangular: local field = -0.2811 V/A
triangular: work-function change = -1.8484 eV
square: change without depolarisation = -3.0138 eV
triangular at equal density: a = 5.3728 A
triangular at equal density: mu = 1.1686 D
triangular at equal density: work-function change = -1.7610 eV
square series: a = 10.0 A, n = 0.0100 A^-2, mu = 1.8343 D, change = -0.6910 eV
square series: a = 7.0 A, n = 0.0204 A^-2, mu = 1.5831 D, change = -1.2171 eV
square series: a = 5.0 A, n = 0.0400 A^-2, mu = 1.1610 D, change = -1.7495 eV
square series: a = 4.0 A, n = 0.0625 A^-2, mu = 0.8294 D, change = -1.9528 eV
square series: a = 3.0 A, n = 0.1111 A^-2, mu = 0.4602 D, change = -1.9264 eV
turnover: a = 3.5613 A, n = 0.07885 A^-2
turnover: alpha/a^3 = 0.2214
turnover: mu = 0.6667 D, change = -1.9802 eV
metal: d = 2.5 A, alpha/(4 d^3) = 0.1600
metal: alpha1 = 11.9048 A^3, mu1 = 2.3810 D
metal: s = 1.6725, c + s = 10.7062
metal: mu = 1.1789 D, extrapolated disc = 1.1795 D
metal: work-function change = -1.7765 eV
metal: d/a = 0.10, s = 8.1798
metal: d/a = 0.25, s = 5.1609
metal: d/a = 0.50, s = 1.6725
metal: d/a = 1.00, s = 0.2494
\end{verbatim}
